# Comment on a minimum principle for the Hubbard self-energy functional

**The argument under review**

The argument concerns a repulsive Hubbard model treated by the variational cluster approximation. It runs as follows. The self-energy of a small cluster is a trial self-energy for the lattice. The grand potential computed from it is a trial grand potential, so, as in the Ritz method, the best cluster parameters minimize it and the result is an upper bound. A staggered field on the cluster does raise the functional, which is offered as confirmation. The cluster chemical potential is set equal to that of the lattice, because both exchange electrons with the same reservoir.

Three questions decide the matter. What does the variational principle assert? Does the functional bound the exact grand potential? May the cluster chemical potential be left unvaried?

**What the principle asserts**

Let $h$ be the one-body matrix of the lattice without its chemical potential $\mu$, and let $U>0$ be the on-site repulsion. I set $k_B=1$ and write $\mathrm{Tr}=T\sum_n e^{i\omega_n0^+}\sum_{i\sigma}$, with $T$ the temperature. The functional is

$$\Omega[\Sigma]=\mathrm{Tr}\ln\!\left[-(G_0^{-1}-\Sigma)^{-1}\right]+F[\Sigma],\qquad F=\Phi[G]-\mathrm{Tr}\,\Sigma G .$$

Here $G_0^{-1}=i\omega_n+\mu-h$, and $\Phi$ is the Luttinger–Ward functional, with $\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G$. Hence $\delta F=-\mathrm{Tr}\,G\,\delta\Sigma$, and

$$\delta\Omega=\mathrm{Tr}\left[(G_0^{-1}-\Sigma)^{-1}-G\right]\delta\Sigma .$$

This vanishes when Dyson's equation holds. Nothing has been said about the second variation. The Ritz proof needs an expectation value in a trial state, and no such state of the lattice appears here.

$F$ depends on the interaction but not on the one-body part. A reference system with the same $U$ therefore has the same $F$, taken on the branch to which its self-energy belongs. Primes denote reference quantities. From $\Omega'=\mathrm{Tr}\ln(-G')+F[\Sigma']$ we eliminate $F$:

$$\Omega=\Omega'+\mathrm{Tr}\ln(-G)-\mathrm{Tr}\ln(-G'),\qquad G^{-1}=G'^{-1}-V. \tag{1}$$

$V$ is the lattice one-body matrix minus that of the reference, each including its chemical potential.

For evaluation, write $G'=Q(i\omega_n-\Lambda)^{-1}Q^T$, where $\Lambda$ contains the poles $\omega'_m$ and $Q$ their real amplitudes. The identity $\det(1-AB)=\det(1-BA)$ gives

$$\det(1-VG')=\frac{\det(i\omega_n-\Lambda-Q^TVQ)}{\det(i\omega_n-\Lambda)} .$$

The poles $\omega_m$ of the lattice function are thus eigenvalues of $\Lambda+Q^TVQ$. Since $T\sum_n e^{i\omega_n0^+}(i\omega_n-x)^{-1}$ is the Fermi function of $x$, integrating over $x$ from $\omega'_m$ to $\omega_m$ yields

$$\Omega=\Omega'-T\sum_m\ln(1+e^{-\omega_m/T})+T\sum_m\ln(1+e^{-\omega'_m/T}). \tag{2}$$

**Does the functional bound the exact value?**

Vary the cluster chemical potential $\mu'$ to its two extremes, with $L$ lattice sites and a reference hopping matrix of zero trace.

For $\mu'\to-\infty$ the reference is empty. An added electron meets no partner, so $\Sigma'\to0$ and $F\to0$. The functional tends to $\Omega_0(\mu)$, the grand potential of noninteracting electrons.

For $\mu'\to+\infty$ every site is doubly occupied and $\Sigma'\to U$. Per site, $\Omega'\to-2\mu'+U$, while the two filled levels give $\mathrm{Tr}\ln(-G')\to2(-\mu'+U)$. Their difference is $F\to-U$, so the functional tends to $\Omega_0(\mu-U)-UL$.

The exact Hamiltonian satisfies two operator inequalities, obtained from $n_\uparrow n_\downarrow\ge0$ and

$$n_\uparrow n_\downarrow=n_\uparrow+n_\downarrow-1+(1-n_\uparrow)(1-n_\downarrow)\ge n_\uparrow+n_\downarrow-1 .$$

Raising a Hamiltonian by a nonnegative operator lowers none of its ordered eigenvalues, and therefore does not lower $\Omega$. Hence

$$\Omega_{\rm exact}\ge\Omega_0(\mu),\qquad \Omega_{\rm exact}\ge\Omega_0(\mu-U)-UL .$$

At finite $T$ both inequalities are strict, because the added operator has positive trace and must raise at least one eigenvalue. The functional thus takes values below the exact one for every $U>0$, and the claimed upper bound fails. Moreover, if the functional exceeds both limits at some $\mu'$, continuity requires an interior maximum. A minimization over $\mu'$ can then run away to a self-energy that contains no correlation.

**Where the signs come from**

At fixed $T$ and to first order in $U$, the self-energy is the Hartree term $\Sigma'_{i\sigma}=Un'_{i,-\sigma}$. Let $n_{i\sigma}$ and $n'_{i\sigma}$ be the densities per spin of the lattice and the reference at $U=0$. The three terms of (1) become

$$\begin{aligned}
\Omega'&=\Omega'_0+U\sum_i n'_{i\uparrow}n'_{i\downarrow},\\
\mathrm{Tr}\ln(-G)&=\Omega_0+U\sum_i(n_{i\uparrow}n'_{i\downarrow}+n_{i\downarrow}n'_{i\uparrow}),\\
\mathrm{Tr}\ln(-G')&=\Omega'_0+2U\sum_i n'_{i\uparrow}n'_{i\downarrow}.
\end{aligned}$$

Put $n'_{i\sigma}=n_{i\sigma}+\delta_{i\sigma}$. The terms linear in $\delta$ cancel:

$$\Omega=\Omega_0+U\sum_i\left(n_{i\uparrow}n_{i\downarrow}-\delta_{i\uparrow}\delta_{i\downarrow}\right). \tag{3}$$

Without the $\delta$ term this is the exact grand potential to first order. For $\delta_{i\uparrow}=c_i+s_i$ and $\delta_{i\downarrow}=c_i-s_i$, the error is $-U\sum_i(c_i^2-s_i^2)$. A wrong charge density lowers the functional, and a wrong spin density raises it. With uniform densities that match, the curvature along $\mu'$ is $-2U(dn'/d\mu')^2$ per site: a maximum. A staggered field on the cluster, whose strength I call $h'$ (a number, not a one-body matrix), gives a positive curvature by the same reasoning.

These signs belong to weak repulsion. For the six-site ring described below, at $T=0.5t$ and $\mu=-0.5t$, with $t$ the hopping, the leading-order curvature at $U=0.1t$ is $-0.0105/t$ per site. Second differences of (2) also give $-0.0105/t$. For $U=-0.1t$ they give $+0.0105/t$, so attraction turns the maximum into a minimum.

The spin direction has its own condition, visible in the Hartree approximation. There $\Phi=U\sum_i n_{i\uparrow}n_{i\downarrow}$, whence $F=-\sum_i\Sigma_{i\uparrow}\Sigma_{i\downarrow}/U$. Let $\Sigma_{i\sigma}=a+\sigma\eta_i m$, with $\eta_i=\pm1$ alternating between sites. Then $F/L=-(a^2-m^2)/U$. The free-electron part is concave in one-body fields; call its second derivatives per site $-K$ and $-X$, with $K,X\ge0$. At the solution with $m=0$,

$$\frac{1}{L}\frac{\partial^2\Omega}{\partial a^2}=-\frac{2}{U}-K,\qquad
\frac{1}{L}\frac{\partial^2\Omega}{\partial m^2}=\frac{2}{U}-X .$$

For $U>0$ the first is negative. The second is positive while $UX<2$; beyond that, the paramagnetic solution is a maximum in this direction too. At strong coupling this approximation is no substitute for computing the curvatures.

**Might the stationary value still be a bound?**

One could retreat to the claim that the stationary value, at least, lies above the exact one. Take a four-site ring with $U=0.05t$, $T=0.5t$ and $\mu=-0.3t$, and use four identical nonmagnetic atoms as reference, varying their common $\mu'$. By (3), stationarity gives

$$-U\sum_i(2n'-n_{i\uparrow}-n_{i\downarrow})=0,$$

so, to leading order in $U$, $n'$ is the mean lattice density $\bar n$.

First add a potential $\pm2t$, alternating from site to site. Both spin densities are then $\bar n\pm d$, and the leading difference from the exact value is $-4Ud^2=-0.0344t$ for the whole ring. Formula (2) and full diagonalization give $-8.4585t$ and $-8.4251t$: the stationary value is too low by $0.0334t$.

Now reverse the potential for down spins, which makes it a staggered Zeeman field. The densities of the two spins deviate oppositely, and the leading difference is $+4Ud^2$. The exact value becomes $-8.4938t$, but the stationary value remains $-8.4585t$, now too high by $0.0353t$. It cannot change, because the atomic self-energy is the same on all sites and for both spins, and reversing the potential merely translates the down-spin problem by one site.

Giving the atoms suitable staggered fields would match the densities and remove this first-order error. That would improve the approximation, but it would not supply a proof of a bound.

**A ring at intermediate coupling**

Consider a uniform six-site ring with $U=4t$, $T=0.5t$ and $\mu=t$, tiled by three two-site clusters with internal hopping fixed at $t$. The parameters are $\mu'$ and $h'$. Exchanging the spins maps $h'$ to $-h'$, so $h'=0$ is stationary and the mixed second derivative vanishes there.

A root search on the numerical slope finds one stationary point for $-2t\le\mu'\le4t$, at $\mu'=1.289t$. Second differences give curvatures per site of $-0.202/t$ along $\mu'$ and $+1.309/t$ along $h'$. It is a saddle in the plane of these two parameters. The internal hopping is not at a stationary value: the slope along it is $-0.052$ per site, and making the functional stationary in it as well (hopping $1.18t$, $\mu'=1.279t$) shifts $\Omega/L$ from $-1.7519t$ to $-1.7565t$ and the density from 0.8645 to 0.8562. The numbers below refer to fixed hopping. The values along $\mu'$ at $h'=0$ are:

| $\mu'/t$ | $\Omega/(Lt)$ |
|---:|---:|
| $-1$ | $-2.1315$ |
| $0$ | $-1.8825$ |
| $1$ | $-1.7599$ |
| $1.289$ | $-1.7519$ |
| $2$ | $-1.8070$ |
| $3$ | $-2.0889$ |

As a reading of the curvature, the step from $1.289t$ to $2t$ should change $\Omega/L$ by $-\tfrac12(0.202)(0.711)^2t=-0.051t$; the table gives $-0.055t$, the remainder being higher than quadratic. In the other direction, $h'=0.3t$ raises $\Omega/L$ to $-1.7025t$. The argument under review looked only along this direction, saw the functional rise, and inferred a minimum. With $\mu'$ locked to $\mu=t$ it was not even at a stationary point, since the slope along $\mu'$ does not vanish there.

Full diagonalization of the same ring gives $\Omega_{\rm exact}/L=-1.7795t$. The stationary value is $0.0276t$ higher, or 1.6% of the exact magnitude. The limits for an empty and a full cluster are $-2.5920t$ and $-4.0273t$ per site, far below it. Choosing the lowest value would therefore discard the good approximation for a bad one.

**Why the cluster chemical potential must be varied**

The reservoir argument treats $\mu'$ as a physical chemical potential. In (1) it is a parameter that labels trial self-energies. At fixed $\Sigma$, the derivative of $\Omega$ with respect to $\mu$ is $-\mathrm{Tr}\,G=-N_G$, the negative of the electron number obtained from the lattice Green function. With the other cluster parameters held fixed,

$$-\frac{d\Omega}{d\mu}=N_G-\frac{\partial\Omega}{\partial\mu'}\frac{d\mu'}{d\mu}. \tag{4}$$

At a stationary $\mu'$ the last term vanishes. Both routes then give 0.8645 electrons per site in the example; the exact ring has 0.8740.

If $\mu'$ is locked to $\mu$, then $d\mu'/d\mu=1$. The Green function gives 0.9006, the slope $\partial\Omega/\partial\mu'$ is 0.0542 per site, and the derivative of the grand potential gives $0.9006-0.0542=0.8464$. One calculation then reports two densities.

Three qualifications belong here. At the particle-hole symmetric point $\mu=U/2$ of this bipartite ring, $\mu'=\mu$ is stationary by symmetry, and both routes give one electron per site; the inconsistency appears away from that point. Holding $\mu'$ constant while $\mu$ changes also removes the last term of (4), but the self-energy then cannot follow the doping. And consistency concerns two lattice densities, not the density of the isolated cluster, which is 0.9425 at the stationary point.

**Requested changes**

The claim of an upper bound should be withdrawn. The calculation should solve $\partial\Omega/\partial\mu'=0$ together with the conditions for the other varied parameters, using a root search rather than a minimizer, and report the curvatures. If several stationary solutions exist, the rule for choosing between them needs its own justification; the curvature of one solution does not provide it.
